\section*{Ambipolar Diffusion of Doubly Charged Oxygen Vacancies and Electron Polarons}

\section{Two carriers and one constraint}

\textbf{Q.} An oxygen vacancy hops at a rate set by its own migration barrier. You say that a composition gradient in a reduced oxide relaxes at a different rate because electrons are present. How can electrons change the vacancy's diffusivity?

\textbf{A.} In this model they do not change its hopping, and each flux responds only to its own driving force. They change the force on it. Let $c$ be the concentration of vacancies, each of charge $+2$ relative to the perfect lattice, and $n$ that of electron polarons, each of charge $-1$. Their own diffusivities are $D_v$ and $D_n$, both taken as constant. I work in one dimension and use atomic units in the algebra, so the elementary charge is 1. The thermal energy is $kT$, the electric potential is $\phi$, and a prime means $d/dx$.

For dilute, ideal carriers the electrochemical potentials are, up to constants,
\begin{equation}
\eta_v=kT\ln c+2\phi,\qquad \eta_n=kT\ln n-\phi .
\end{equation}
Near equilibrium each flux is concentration times mobility times force. The Einstein relation makes the mobility per unit force $D/kT$, so
\begin{align}
J_v&=-\frac{D_vc}{kT}\,\eta_v'=-D_v\left(c'+2cu\right),\label{jv}\\
J_n&=-\frac{D_nn}{kT}\,\eta_n'=-D_n\left(n'-nu\right),\qquad u\equiv\frac{\phi'}{kT}.\label{jn}
\end{align}
These are particle fluxes. The signs of the drift terms differ because the charges do. If $u$ were zero, vacancies would diffuse with $D_v$. The question is what $u$ is.

\textbf{Q.} No voltage is applied, so why is it not zero?

\textbf{A.} The ends pass no net charge, and that fixes $u$. The electric current density is
\begin{equation}
i=2J_v-J_n .
\end{equation}
Charge conservation says that the charge density changes at the rate $-i'$. If the oxide stays neutral, $i'=0$ and $i$ is uniform. If it also vanishes at the ends, it vanishes everywhere:
\begin{equation}
J_n=2J_v .\label{zero}
\end{equation}
This holds for sealed faces. It also holds for a face that exchanges neutral oxygen with a gas, since filling one vacancy there consumes two polarons.

With no charged dopants and every vacancy fully ionized, neutrality reads
\begin{equation}
n=2c,\qquad n'=2c' .\label{neutral}
\end{equation}
Zero field would give $J_n=-2D_nc'$ and $2J_v=-2D_vc'$. These agree in a gradient only if $D_n=D_v$. Otherwise a field must arise.

\section{Solving for the field}

\textbf{Q.} Then find it, and keep the factors of two visible.

\textbf{A.} Put \eqref{neutral} into \eqref{jv} and \eqref{jn}, and impose \eqref{zero}:
\begin{equation}
-D_n(2c'-2cu)=-2D_v(c'+2cu).
\end{equation}
Divide by $-2$ and collect the terms in $u$:
\begin{align}
D_nc'-D_ncu&=D_vc'+2D_vcu,\\
(D_n+2D_v)\,cu&=(D_n-D_v)\,c'.
\end{align}
Therefore
\begin{equation}
u=w\,\frac{c'}{c},\qquad w=\frac{D_n-D_v}{D_n+2D_v}.\label{field}
\end{equation}
For $D_n>D_v$, $w$ is positive and the potential is higher where vacancies are more concentrated. Polarons start to leave the rich region first and leave it slightly positive. The resulting field holds them back and pushes the vacancies out.

\textbf{Q.} And the vacancy flux?

\textbf{A.} Insert $cu=wc'$ in \eqref{jv}:
\begin{equation}
J_v=-D_v(1+2w)c'.
\end{equation}
The bracket is
\begin{equation}
1+2w=\frac{D_n+2D_v+2D_n-2D_v}{D_n+2D_v}=\frac{3D_n}{D_n+2D_v}.
\end{equation}
Defining the chemical diffusivity by $J_v=-D_{\rm chem}c'$ gives
\begin{equation}
D_{\rm chem}=\frac{3D_vD_n}{D_n+2D_v}.\label{main}
\end{equation}
It does not depend on $c$. Within this model the conservation law $\partial c/\partial t=-J_v'$ becomes $\partial c/\partial t=D_{\rm chem}c''$, even for a large composition difference, provided the assumptions hold throughout.

\section{Fast and slow polarons}

\textbf{Q.} What happens when the polarons are much faster?

\textbf{A.} Divide numerator and denominator of \eqref{main} by $D_n$:
\begin{equation}
D_{\rm chem}=\frac{3D_v}{1+2D_v/D_n}\longrightarrow 3D_v
\qquad(D_n\gg D_v).\label{fast}
\end{equation}
In this limit $w\to1$, so the bracket $1+2w$ consists of one part diffusion and two parts drift. The shortfall relative to $3D_v$ is
\begin{equation}
1-\frac{D_{\rm chem}}{3D_v}=\frac{2D_v}{D_n+2D_v}.
\end{equation}
It is 1\% at $D_n/D_v=198$. At a ratio of 10, $D_{\rm chem}$ is $2.5D_v$, so ``faster'' alone does not give the factor three.

\textbf{Q.} I would expect very fast polarons to cancel the field, as electrons do in a metal.

\textbf{A.} What they flatten is their electrochemical potential, not the electric potential. From \eqref{jn},
\begin{equation}
\eta_n'=-\frac{kT\,J_n}{D_nn}.
\end{equation}
The flux $J_n=2J_v$ is limited by the vacancies and stays finite as $D_n$ grows, so $\eta_n'\to0$. Since $\eta_n=kT\ln n-\phi$, this means $\phi'=kT\,n'/n$, which is not zero in a gradient. The force on a vacancy then follows from
\begin{equation}
\eta_v'=kT(\ln c)'+2\phi'=kT\left(\ln c+2\ln n\right)' .\label{combo}
\end{equation}
This is the gradient for a neutral set of one vacancy and two polarons. With $n=2c$ it equals $3kT\,c'/c$, and \eqref{jv} gives $J_v=-3D_vc'$. The three counts the particles in the neutral set. A metal differs because its electrons are not dilute, so the ideal form of $\eta_n$ does not apply. Their density is so large that a dilute defect content hardly changes it or their chemical potential. A flat $\eta_n$ then leaves almost no field.

\textbf{Q.} Does the opposite limit give three times the polaron diffusivity?

\textbf{A.} No. For $D_n\ll D_v$, \eqref{main} gives
\begin{equation}
D_{\rm chem}\to\tfrac32D_n .
\end{equation}
Now $w\to-\tfrac12$: the field reverses and nearly cancels vacancy diffusion, so that $\eta_v$ becomes flat. A flat $\eta_v$ requires $2\phi'=-kT\,c'/c$. Each polaron feels half the potential energy change of a vacancy, which adds one half, not two, to its own diffusion. At $D_n=D_v$ there is no field and $D_{\rm chem}=D_v$.

\section{Is neutrality consistent with a field?}

\textbf{Q.} You set the charge density to zero and then found a field. Poisson's equation forbids that for a field that varies in space.

\textbf{A.} Neutrality is an approximation for $n$, not a statement about the field. A small imbalance $2c-n$ supplies the field. To find its size, keep Poisson's equation,
\begin{equation}
\phi''=-\frac{4\pi}{\varepsilon}(2c-n),
\end{equation}
with $\varepsilon$ the relative permittivity, and perturb a uniform neutral state:
\begin{equation}
c=c_0+a\cos(kx)\,e^{-st},\qquad n=n_0+b\cos(kx)\,e^{-st}.
\end{equation}
Here $k$ is a wave number, while $kT$ always stands for the thermal energy. Let $q=4\pi/(\varepsilon kT)$. To first order in $a$ and $b$, the conservation laws are $\partial c/\partial t=D_v(c''+2c_0\phi''/kT)$ and $\partial n/\partial t=D_n(n''-n_0\phi''/kT)$. They become
\begin{align}
sa&=D_v\left[k^2a+2c_0q(2a-b)\right],\label{ma}\\
sb&=D_n\left[k^2b-n_0q(2a-b)\right].\label{mb}
\end{align}
The two decay rates have sum $S$ and product $P$, the trace and determinant of this system:
\begin{align}
S&=D_v(k^2+4c_0q)+D_n(k^2+n_0q),\\
P&=D_vD_n\left[(k^2+4c_0q)(k^2+n_0q)-4c_0n_0q^2\right]\nonumber\\
&=D_vD_nk^2\left(k^2+\lambda^{-2}\right),\qquad
\lambda^{-2}=q(4c_0+n_0).
\end{align}
The length $\lambda$ is the Debye length. Take $k\lambda\ll1$ with $n_0$ comparable to $c_0$. One rate then stays near $S$ and removes charge quickly. The other is $P/S$ to leading order:
\begin{equation}
\frac{s}{k^2}\to\frac{D_vD_n(4c_0+n_0)}{4c_0D_v+n_0D_n}.\label{slow}
\end{equation}
Setting $n_0=2c_0$ recovers \eqref{main} without having imposed neutrality on the perturbation.

For the imbalance, solve \eqref{ma} for $2a-b$ and use $c_0q=1/(6\lambda^2)$, valid for $n_0=2c_0$:
\begin{equation}
\frac{2a-b}{2a}=\frac{k^2}{4c_0q}\left(\frac{s}{D_vk^2}-1\right)
\simeq\frac32\left(\frac{D_{\rm chem}}{D_v}-1\right)k^2\lambda^2 .\label{imb}
\end{equation}
With fast polarons this is $3k^2\lambda^2$, which is small for variations much longer than $\lambda$. In the opposite regime, $k\lambda\gg1$, the $k^2$ terms dominate \eqref{ma} and \eqref{mb}. The carriers then decay separately, with $D_v$ and $D_n$, and the factor three is lost.

\section{A film with numbers}

\textbf{Q.} Show me a case in which these lengths and ratios are realistic.

\textbf{A.} Take round parameters in the rough regime of strongly reduced barium titanate at 1200 K, treating its electrons as polarons on titanium sites. The film is 1000 nm thick with sealed faces. I choose $D_v=1.0\times10^{-5}$ cm$^2$/s, a polaron mobility of 0.10 cm$^2$/Vs, a relative permittivity of 200, and 0.0010 vacancies per formula unit in a cubic cell of edge 0.40 nm.

The thermal energy is 0.1034 eV. The Einstein relation gives
\begin{equation}
D_n=0.10\times0.1034=1.034\times10^{-2}\ \text{cm}^2/\text{s},
\end{equation}
so $D_n/D_v=1034$. From \eqref{main},
\begin{equation}
D_{\rm chem}=3\times10^{-5}\times\frac{1034}{1036}
=2.99\times10^{-5}\ \text{cm}^2/\text{s},
\end{equation}
or 0.299 \AA$^2$/ps. The field weight is $w=0.997$, and drift carries $2w/(1+2w)=0.666$ of the vacancy flux.

In a sealed film of thickness $L$, the slowest composition wave has zero slope at both faces, so $k=\pi/L$. Its relaxation time is
\begin{equation}
\tau=\frac{L^2}{\pi^2D_{\rm chem}}
=\frac{(10^{-4}\,\text{cm})^2}{\pi^2\times2.99\times10^{-5}\,\text{cm}^2/\text{s}}
=3.4\times10^{-5}\ \text{s}.
\end{equation}
With $D_v$ in place of $D_{\rm chem}$ and the thickness held fixed, it would be about three times longer.

\textbf{Q.} How strong is the field that does this?

\textbf{A.} Integrating \eqref{field} gives a potential difference $w\,kT\ln(c_1/c_2)$. For end contents 10\% above and below the mean it is
\begin{equation}
0.997\times0.1034\times\ln(1.1/0.9)=0.0207\ \text{V}.
\end{equation}
Over 1000 nm the mean field is $2.1\times10^{-4}$ MV/cm. A unit charge crossing one cell changes its energy by $8\times10^{-5}\,kT$, and a vacancy by twice that. Drift linear in the field is therefore a sound assumption here.

\textbf{Q.} And the Debye length?

\textbf{A.} The vacancy density is $0.0010/(0.40\ \text{nm})^3=1.56\times10^{19}$ cm$^{-3}$, and the polaron density is twice that. With these values $\lambda=3.5$ nm, so $k\lambda=\pi\lambda/L=0.011$. Equation \eqref{imb} gives a charge imbalance of $3.6\times10^{-4}$ relative to the vacancy charge in the wave. The smaller eigenvalue of \eqref{ma} and \eqref{mb}, found numerically, puts $D_{\rm chem}$ 0.024\% below \eqref{main}. Neutrality is a good approximation for this film, but the error grows as $1/L^2$ at first. For fast polarons \eqref{mb} gives $k^2b=n_0q(2a-b)$, and \eqref{ma} then gives $s/(D_vk^2)=1+2/(1+3k^2\lambda^2)$. With the same inputs the slow rate lies about 2\% below \eqref{main} at 100 nm, 8\% below at 50 nm and about half below at 10 nm.

\section{What the ideal model omits}

\textbf{Q.} Real oxides contain impurities. Does the three survive them?

\textbf{A.} Not as a fixed number. Let immobile acceptors of charge $-1$ have uniform concentration $A$. Neutrality becomes $n=2c-A$, while $n'=2c'$ still holds. The fixed background does not alter \eqref{ma} and \eqref{mb}, so \eqref{slow} applies with this $n$ as long as it is not much smaller than $c$. For fast polarons, meaning $nD_n\gg4cD_v$,
\begin{equation}
D_{\rm chem}\to D_v\left(1+\frac{4c}{n}\right).\label{acc}
\end{equation}
Acceptors reduce $n$, so the same $n'$ is a larger relative gradient and needs a larger field. With an assumed $A=0.0001$ per formula unit, $n=0.0019$ and the factor is $1+0.0040/0.0019=3.11$.

\textbf{Q.} The carriers also attract each other. Some polarons must sit next to vacancies.

\textbf{A.} Suppose a vacancy can bind one polaron on either of its two neighbouring titanium sites, with binding energy $E_b$. Measure concentrations per formula unit, and let $c$ now count free vacancies. The bound pairs, of charge $+1$, have concentration
\begin{equation}
p=Kcn,\qquad K=2e^{E_b/kT}.
\end{equation}
Neutrality is $n=2c+p$, so $n=2c/(1-y)$ with $y=Kc$. The total vacancy content is
\begin{equation}
t=c+p=c\,\frac{1+y}{1-y},\qquad
\frac{dt}{dc}=\frac{1+2y-y^2}{(1-y)^2}.
\end{equation}
The driving force is still \eqref{combo}, whose slope obeys
\begin{equation}
c\,\frac{d}{dc}(\ln c+2\ln n)=3+\frac{2y}{1-y}=\frac{3-y}{1-y}.
\end{equation}
If the pairs are immobile, only $c$ carries flux. Dividing this slope by $dt/dc$ gives
\begin{equation}
\frac{D_{\rm chem}}{D_v}=\frac{(3-y)(1-y)}{1+2y-y^2}.
\end{equation}
If pairs move as readily as free vacancies, multiply by $t/c=(1+y)/(1-y)$. This is justified because a pair's electrochemical potential is $\eta_v+\eta_n$ and $\eta_n$ is flat, so both species feel the same force.

For an assumed $E_b=0.20$ eV, solving for $c$ at $t=0.0010$ gives a bound fraction $p/t=0.027$. Since $p/t=2y/(1+y)$, $y=0.0135$. The factor is 2.87 for immobile pairs and 2.95 for equally mobile ones. Cooling at fixed composition raises $K$, so trapping then matters more.

\textbf{Q.} Attraction at a distance and the finite number of sites remain.

\textbf{A.} Both are small here. In the Debye--H\"uckel limit, the screening cloud of a charge $z$ produces the potential $-z/(\varepsilon\lambda)$ at its centre. Charging the particle up from zero halves the product of charge and potential, so its free energy changes by $-z^2/(2\varepsilon\lambda)$. With $\ell=1/(\varepsilon kT)$, one vacancy and two polarons add
\begin{equation}
-\frac{(4+2)\,\ell}{2\lambda}=-\frac{3\ell}{\lambda}
\end{equation}
to $\ln c+2\ln n$. Because $1/\lambda\propto c^{1/2}$, the slope with respect to $\ln c$ changes by $-3\ell/(2\lambda)$. Here $\ell=0.070$ nm, and the factor becomes 2.97.

For site exclusion, let $x=c/3$ be the vacant fraction of the three oxygen sites and $m=n$ the polaron fraction of the single titanium site. In a mean-field lattice gas a vacancy can hop only to an occupied oxygen site, so its flux carries $c(1-x)$. The logarithms become $\ln[x/(1-x)]$ and $\ln[m/(1-m)]$, with slopes $1/[c(1-x)]$ and $1/[c(1-m)]$ in $c$. Hence
\begin{equation}
\frac{D_{\rm chem}}{D_v}=1+2\,\frac{1-x}{1-m}=3.003 .
\end{equation}

\textbf{Q.} So what may I carry over to a real barium titanate film?

\textbf{A.} The mechanism, with conditions. The input values are rough, and 1200 K belongs to processing, not to a capacitor in service. The vacancy content describes strong reduction. If reduction is weak enough for acceptors to control the vacancy content, the factor three no longer applies. Equation \eqref{slow} with $n=2c-A$ replaces it only while the acceptors keep a fixed charge, electrons far outnumber holes, and the composition varies slowly enough that $k^2(D_v+D_n)\ll q(4cD_v+nD_n)$. Acceptors that change valence act as electron traps, and $n'=2c'$ then fails. If holes are not negligible, they must be included. If the composition varies too sharply for the second condition, the charge imbalance must be kept. The simpler \eqref{acc} also needs $nD_n\gg4cD_v$. For the assumed amounts, acceptors raise the factor by 3.5\% relative to three, and immobile pairs lower it by 4.3\%. With fast polarons, a relative error in $D_v$ passes directly to $D_{\rm chem}$. Whether the electrons are truly small polarons is a model assumption. What the derivation needs of them is their charge, a constant diffusivity, ideal statistics and the Einstein relation. Band electrons have ideal statistics only if their density is far below their effective density of states. For a parabolic band at the density and temperature used here, a density-of-states mass equal to the free-electron mass puts the density at 0.16 of that value, and Fermi statistics raise the factor to 3.11. At five times that mass the factor is 3.01. Real films also exchange oxygen at their faces. If that exchange is slow, it sets the time for a change of total oxygen content, and $\tau$ describes only redistribution inside the film.

Numerical values quoted here were computed with a short program.
